# Detailed Balance of Golden-Rule Rates and Its Loss in Classical Mean-Surface Averaging, part 2

An electron hops between donor state 1 and acceptor state 2, with weak coupling $\Delta\,V(q)$ and nuclei at temperature $T$. The quantum rates obey detailed balance, (3); do rates from classical averaging on the mean surface? The populations $p_a$ follow

$$\dot p_1=-k_{12}p_1+k_{21}p_2,\qquad p_1+p_2=1, \tag{1}$$

and detailed balance is

$$\frac{k_{12}}{k_{21}}=\frac{Z_2}{Z_1}=e^{-\beta(F_2-F_1)},\qquad F_a=-\beta^{-1}\ln Z_a. \tag{3}$$

Units: $\hbar=1$, $\beta=1/k_BT$, energies in eV, times in eV$^{-1}$, mass-weighted $q,p$. Surface $a$ has $H_a=\sum p^2/2+W_a(q)$ and $Z_a=\mathrm{Tr}\,e^{-\beta H_a}$; $U=H_1-H_2$, $H_m=(H_1+H_2)/2$. The rates are

$$k_{12}=\Delta^2\int_{-\infty}^{\infty}C_{12}(t)\,dt,\qquad k_{21}=\Delta^2\int_{-\infty}^{\infty}C_{21}(t)\,dt, \tag{6}$$

where, with labels exchanged for $C_{21}$,

$$C_{12}(t)=\frac1{Z_1}\mathrm{Tr}\big[e^{-\beta H_1}e^{iH_1t}Ve^{-iH_2t}V\big]. \tag{5}$$

The KMS condition links the edges of the strip $-\beta\le\mathrm{Im}\,t\le0$:

$$Z_1\,C_{12}(t-i\beta)=Z_2\,C_{21}(-t). \tag{9}$$

The bound (8) on the strip used $u^{1-\theta}v^{\theta}\le(1-\theta)u+\theta v$ ($u,v>0$, $0\le\theta\le1$).

Classically, on trajectories $\Gamma_t=(q_t,p_t)$ of $H_m$,

$$C_{12}^{\rm cl}(t)=\int d\Gamma_0\,\varrho(\Gamma_0)\,V(q_t)V(q_0)\,e^{+i\int_0^tU(q_s)ds}. \tag{28}$$

$C_{21}^{\rm cl}$ has $U\to-U$. Scheme M uses $\varrho_m=e^{-\beta H_m}/Z_m^{\rm cl}$ in both directions; scheme I uses $\varrho_a=e^{-\beta H_a}/Z_a^{\rm cl}$ for $k_{ab}$. Averages $\langle\cdot\rangle_m$ over $\varrho_m$ give

$$\frac{Z_{1,2}^{\rm cl}}{Z_m^{\rm cl}}=\langle e^{\mp\beta U/2}\rangle_m. \tag{29}$$

The spin-boson model has $V=1$, $Z_2/Z_1=Z_2^{\rm cl}/Z_1^{\rm cl}=e^{\beta\varepsilon}$ and

$$H_{1,2}=\pm\frac\varepsilon2+\sum_j\frac12\Big[p_j^2+\omega_j^2\big(q_j\pm\tfrac12d_j\big)^2\Big], \tag{14}$$

$$U=H_1-H_2=\varepsilon+\sum_j\omega_j^2d_jq_j. \tag{15}$$

With $S_j=\omega_jd_j^2/2$, $x_j=\beta\omega_j/2$, $\lambda=\sum_jS_j\omega_j$,

$$C_{12}=e^{i\varepsilon t-g(t)},\qquad C_{21}=e^{-i\varepsilon t-g(t)},\qquad g(t)=\sum_jS_j\big[\coth x_j\,(1-\cos\omega_jt)+i\sin\omega_jt\big], \tag{18}$$

$$k_{12}=\Delta^2e^{\beta\varepsilon/2}\int_{-\infty}^\infty dt\;e^{i\varepsilon t}\exp\Big\{-\sum_jS_j\Big[\tanh\frac{x_j}2+\frac{1-\cos\omega_jt}{\sinh x_j}\Big]\Big\}. \tag{21}$$

With $e^{-g(t)}=\int P(E)e^{-iEt}dE$, the rates are $2\pi\Delta^2P(\pm\varepsilon)$. Detailed balance at all $\varepsilon$, $P(-E)=e^{-\beta E}P(E)$, requires

$$\int P(E)\,e^{-\beta E}dE=e^{-g(-i\beta)}=1. \tag{22}$$

The Ohmic bath replaces $\sum_jS_j$ by $\int_0^\infty d\omega\,S(\omega)$:

$$S(\omega)=\frac K\omega e^{-\omega/\omega_c},\qquad\lambda=\int_0^\infty S\omega\,d\omega=K\omega_c,\qquad b=\beta\omega_c,\qquad\kappa=\frac1b. \tag{23}$$

The basic integral is $\int_0^\infty e^{-c\omega}(1-e^{-i\omega t})\,d\omega/\omega=\ln(1+it/c)$. With $y=t/\beta$,

$$g(t)=K\big[\ln(1+i\omega_ct)+2\ln\Gamma(1+\kappa)-\ln\Gamma(1+\kappa+iy)-\ln\Gamma(1+\kappa-iy)\big]. \tag{25}$$

The anharmonic mode of Part I has $W_1=\omega_1^2(q+d/2)^2/2+\gamma(q+d/2)^4$, $W_2=\omega_2^2(q-d/2)^2/2-0.1$ eV, $V=1+sq$, $\omega_1=0.04$ eV, $\omega_2=0.06$ eV, $d=6$ eV$^{-1/2}$, $\gamma=10^{-5}$ eV$^3$, $s=0.05$ eV$^{1/2}$, $T=300$ K, and an Ohmic bath with $\lambda=0.2$ eV, $\omega_c=0.01$ eV.

### Scheme M gives equal rates for any surfaces

The density $\varrho_m$ depends on $\Gamma$ through $H_m$, which the trajectories conserve, and the flow preserves phase-space volume. An average over $\varrho_m$ of a functional of the trajectory is therefore unchanged when all time arguments are shifted by a common amount. Evaluate the forward function at $-t$, reverse the limits of the phase integral, and shift all times by $+t$:

$$C^M_{12}(-t)=\big\langle V(q_{-t})V(q_0)\,e^{-i\int_{-t}^0U ds}\big\rangle_m=\big\langle V(q_0)V(q_t)\,e^{-i\int_0^tU ds}\big\rangle_m=C^M_{21}(t). \tag{30}$$

The classical factors $V$ commute, which is what permits the last identification. Integrating over all $t$,

$$k^M_{12}=k^M_{21}. \tag{31}$$

Equation (30) has the form of the KMS condition (9) without the imaginary time shift and without the partition functions. The stationary populations of (1) are one half each, whatever the free energies. Scheme M satisfies (3) if and only if $Z_1=Z_2$.

For the anharmonic mode of Part I, trajectories were started from a phase-space grid that is not symmetric under $p\to-p$, run forward and backward in time, and dressed with the scheme M factor of the same bath. The result is $k_{12}/k_{21}=1.000000$, while (29) evaluated on the same grid gives $Z_2^{\rm cl}/Z_1^{\rm cl}=37.24$, and the quantum value is $35.74$. The ratio of one does not single out $\varrho_m$. If the same density is used in both directions, (28) gives $C_{21}(t)=C_{12}(t)^*$, and if that density is even in $p$, time reversal of the trajectories gives $C_{12}(-t)=C_{12}(t)^*$; both time integrals are then real and equal. Using $\varrho_1$ or $\varrho_2$ for both directions would therefore also give one. The equality of the rates comes from sharing one density between the two directions.

### The static limit

For scheme I, (28) and $e^{-\beta H_1}=e^{-\beta H_m}e^{-\beta U/2}$ give the first of the two relations below. The second follows by evaluating $C^I_{21}$ at $-t$ and shifting times as in (30), which moves the weight from time $0$ to time $t$:

$$Z_1^{\rm cl}C^I_{12}(t)=Z_m^{\rm cl}\big\langle e^{-\beta U(q_0)/2}\,\Phi_t\big\rangle_m,\qquad Z_2^{\rm cl}C^I_{21}(-t)=Z_m^{\rm cl}\big\langle e^{+\beta U(q_t)/2}\,\Phi_t\big\rangle_m, \tag{32}$$

with $\Phi_t=V(q_t)V(q_0)e^{i\int_0^tUds}$. Detailed balance requires the time integrals of the two averages to agree. If the nuclei do not move while the phases dephase, $q_t=q_0$, then $\int\Phi_tdt=2\pi V^2\delta(U)$, both weights equal one on the seam $U=0$, and the same integral defines scheme M:

$$Z_1^{\rm cl}k^I_{12}=Z_2^{\rm cl}k^I_{21}=Z_m^{\rm cl}k^M=2\pi\Delta^2\int d\Gamma\,e^{-\beta H_m}V^2\delta(U)\qquad\text{(static limit)}. \tag{33}$$

In this limit scheme I obeys detailed balance with classical partition functions. Scheme M counts the same seam configurations but divides by $Z_m^{\rm cl}$, the partition function of a surface on which the system is not prepared.

For the spin-boson model, $\varrho_1$ makes each $q_j$ Gaussian with mean $-d_j/2$ and variance $1/\beta\omega_j^2$, so by (15) $U$ is Gaussian with mean $\varepsilon-\lambda$ and variance $\sigma^2=\sum\omega^4d^2/\beta\omega^2=2\lambda/\beta$. Its density at $U=0$, times $2\pi\Delta^2$, is the Marcus rate

$$k_{\rm Marcus}(\pm\varepsilon)=\Delta^2\sqrt{\frac{\pi\beta}\lambda}\;e^{-\beta E^\ddagger_\pm},\qquad E^\ddagger_\pm=\frac{(\lambda\mp\varepsilon)^2}{4\lambda},\qquad E^\ddagger_--E^\ddagger_+=\varepsilon. \tag{34}$$

Averaging the two lines of (14) gives $H_m=\sum(p^2+\omega^2q^2)/2+\sum\omega^2d^2/8$, and the constant is $\lambda/4$. Thus $Z_{1,2}^{\rm cl}/Z_m^{\rm cl}=e^{\mp\beta\varepsilon/2+\beta\lambda/4}$, and (33) gives

$$k^M=k_{\rm Marcus}(\pm\varepsilon)\;e^{\mp\beta\varepsilon/2+\beta\lambda/4}\qquad\text{(static limit)}. \tag{35}$$

The violation by scheme M persists for arbitrarily slow baths; it is an error of statistical weight and does not vanish in the classical limit.

### Both schemes for a harmonic bath

On $H_m$ one mode moves as $q_s=q_0\cos\omega s+(p_0/\omega)\sin\omega s$, so its contribution to the phase is

$$\varphi=\omega^2d\int_0^tq_sds=\omega d\,q_0\sin\omega t+d\,p_0(1-\cos\omega t). \tag{36}$$

In either scheme $q_0$ and $p_0$ are independent Gaussians with variances $1/\beta\omega^2$ and $1/\beta$, so $\varphi$ is Gaussian and $\langle e^{i\varphi}\rangle=e^{i\langle\varphi\rangle-\mathrm{var}\,\varphi/2}$. The variance is $(d^2/\beta)[\sin^2\omega t+(1-\cos\omega t)^2]=(2d^2/\beta)(1-\cos\omega t)$, and half of it is $(S/x)(1-\cos\omega t)$ because $d^2=2S/\omega$. The mean is zero in scheme M. In scheme I, $\langle q_0\rangle=-d/2$ gives $\langle\varphi\rangle=-(\omega d^2/2)\sin\omega t=-S\sin\omega t$; for the backward function both $\langle q_0\rangle$ and the sign of the phase reverse, so the result is the same. Both schemes have the form (18), with

$$g_M=\sum_j\frac{S_j}{x_j}(1-\cos\omega_jt),\qquad g_I=g_M+i\sum_jS_j\sin\omega_jt. \tag{37}$$

Scheme I differs from the exact $g$ by $\coth x\to1/x$: the fluctuation is classical while the dissipative part $i\sin\omega t$ is kept whole. Scheme M drops the dissipative part as well. Comparison with (21) gives $g_M$ a second meaning. For $x_j\ll1$, $1/\sinh x\to1/x$ and $\sum S\tanh(x/2)\to\sum S\beta\omega/4=\beta\lambda/4$, so to leading order in $x$

$$k_{12}\simeq e^{\beta\varepsilon/2-\beta\lambda/4}\,k^M. \tag{38}$$

Scheme M computes the high-temperature form of the correlation function on the midline of the strip and omits the factors produced by the shift to that line. Multiplying $k^M$ by $Z_m^{\rm cl}/Z_1^{\rm cl}$ or $Z_m^{\rm cl}/Z_2^{\rm cl}$ supplies them, and by (31) the corrected pair has the ratio $Z_2^{\rm cl}/Z_1^{\rm cl}$ by construction.

For the Ohmic bath, the imaginary part of the basic integral gives $\int S\sin\omega t\,d\omega=K\arctan\omega_ct$. The derivative of $g_M$ is $(2/\beta)\int S\sin\omega t\,d\omega$, and integration by parts from $g_M(0)=0$ gives

$$g_M=\frac{2K}\beta\Big[t\arctan\omega_ct-\frac{\ln(1+\omega_c^2t^2)}{2\omega_c}\Big],\qquad g_I=g_M+iK\arctan\omega_ct. \tag{39}$$

At large $|t|$, $g_M$ grows as $\pi K|t|/\beta$ less a logarithm. Since $\coth x\ge1/x$, $\mathrm{Re}\,g\ge g_M$ on the real axis, so all three correlation functions are absolutely integrable.

### One mode: line weights

Write the exact and scheme I exponents together as $S[\alpha(1-\cos\omega t)+i\sin\omega t]$, with $\alpha=\coth x$ or $1/x$. Then $e^{-g}=e^{-S\alpha}\exp(\mathcal Ae^{-i\omega t}+\mathcal Be^{i\omega t})$ with $\mathcal A=S(\alpha+1)/2$ and $\mathcal B=S(\alpha-1)/2$; scheme M has $\mathcal A=\mathcal B=S/2x$. Expanding both exponentials and collecting the coefficient $P_\nu$ of $e^{-i\nu\omega t}$, the weight for emitting $\nu$ quanta net,

$$P_\nu=\mathcal A^\nu G_\nu,\qquad P_{-\nu}=\mathcal B^\nu G_\nu,\qquad G_\nu=e^{-S\alpha}\sum_{m\ge0}\frac{(\mathcal{AB})^m}{m!\,(m+\nu)!},\qquad\nu\ge0. \tag{40}$$

Where $G_\nu\ne0$ and $\mathcal B\neq0$ the ratio is $(\mathcal A/\mathcal B)^\nu$. Using $(\coth x+1)/(\coth x-1)=e^{2x}$,

$$\frac{P_\nu}{P_{-\nu}}=e^{2\nu x}\ \ (\text{exact}),\qquad1\ \ (\text M),\qquad\Big(\frac{1+x}{1-x}\Big)^\nu\ \ (\text I). \tag{41}$$

For $x<1$, $\ln[(1+x)/(1-x)]=2x+2x^3/3+\dots=\beta\omega[1+(\beta\omega)^2/12+\dots]$. Scheme I reproduces the leading term of the logarithm and overshoots it, by the relative amount $(\beta\omega)^2/12$ at lowest order in $\beta\omega$, as if the mode were colder than the bath by a frequency-dependent amount. At $x=1$ absorption is switched off. For $x>1$, $\mathcal B<0$ and $|\mathcal{AB}|=S^2(1-\alpha^2)/4<S^2/4$. Successive terms of $G_1$ alternate with a ratio of modulus at most $|\mathcal{AB}|/2$, so for $S^2<8$ they decrease, $G_1>0$, and $P_{-1}<0$: the scheme assigns a negative weight to one-quantum absorption.

The check takes $S=0.5$, with quantum weights from grid diagonalization and classical weights from integrated trajectories. For $\omega=0.03$ eV, $x=0.5802$, the ratios $P_1/P_{-1}$ are $3.1914$ (exact), $1.0000$ (M) and $3.7645$ (I). For $\omega=0.08$ eV, $x=1.5473$, the exact ratio is $22.077$, while scheme I gives $P_{-1}=-0.0629$ against the exact $0.0138$, and the ratio $-4.6545$.

### Harmonic baths: the sum rule

At $t=-i\beta$, with $u=\beta\omega=2x$, $\cos\omega t=\cosh u$ and $i\sin\omega t=\sinh u$. The exact exponent is $-g=\sum S[\coth(u/2)(\cosh u-1)-\sinh u]=0$, since $\cosh u-1=2\sinh^2(u/2)$ and $\sinh u=2\sinh(u/2)\cosh(u/2)$. For scheme I the coefficient of $u^{2k-1}$ in $(2/u)(\cosh u-1)$ is $2/(2k)!=1/[k\,(2k-1)!]$ and in $\sinh u$ it is $1/(2k-1)!$, so

$$-g_I(-i\beta)=-\sum_jS_j\sum_{k\ge2}\Big(1-\frac1k\Big)\frac{u_j^{2k-1}}{(2k-1)!}<0,\qquad-g_M(-i\beta)=\sum_jS_j\frac2{u_j}(\cosh u_j-1)>0. \tag{42}$$

Suppose $P_I$ is absolutely integrable and obeyed $P_I(-E)=e^{-\beta E}P_I(E)$ for all $E$. Then $|P_I|e^{-\beta E}$ would be integrable too, the Fourier integral would converge uniformly on the closed strip by the inequality used for (8), and it would define there the continuation of $e^{-g_I}$, with value one at $-i\beta$. If $\sum S_j\sinh u_j$ converges, (37) is itself that continuation and (42) gives a value below one. This is a contradiction for any such bath with some $S_j>0$. For these baths scheme I cannot satisfy detailed balance for all $\varepsilon$; it does so trivially at $\varepsilon=0$, and agreement at other isolated values is not excluded by this argument.

For the Ohmic bath the sum converges when $b<1$. With $\arctan(-ib)=-i\,\mathrm{artanh}\,b$, the pieces of (39) at $t=-i\beta$ are $t\arctan\omega_ct=-\beta\,\mathrm{artanh}\,b$ and $iK\arctan\omega_ct=K\,\mathrm{artanh}\,b$, so

$$\int P_Me^{-\beta E}dE=e^{K[2\,\mathrm{artanh}\,b+\ln(1-b^2)/b]},\qquad\int P_Ie^{-\beta E}dE=e^{K[\mathrm{artanh}\,b+\ln(1-b^2)/b]}. \tag{43}$$

For small $b$, $\mathrm{artanh}\,b=b+b^3/3$ and $\ln(1-b^2)/b=-b-b^3/2$, so the exponents start at $Kb=\beta\lambda$ and $-Kb^3/6$. For $b>1$ the point $t=-i/\omega_c$ lies inside the strip. Put $w=1-i\omega_ct$, which vanishes there, and use $\arctan\zeta=\frac i2[\ln(1-i\zeta)-\ln(1+i\zeta)]$. The coefficient of $\ln w$ in $-g_I$ collects $-(K/b)(1-w)$ from the first term of $g_M$, $K/b$ from the second and $K/2$ from the imaginary term, in total $K/2+Kw/b$. The term $w\ln w$ makes $e^{-g_I}$ non-analytic inside the strip, which again contradicts the supposition.

With $\lambda=0.04$ eV and $\omega_c=0.01$ eV ($K=4$, $b=0.38682$), Fourier inversion followed by quadrature over $E$ gives $1.00000$ (exact), $4.89575$ (M) and $0.95711$ (I), in agreement with (22) and (43).

### Size of the violation for a slow bath

From (18) and (37), $e^{-g_I}=e^{-g}e^{\delta g}$ with $\delta g=\sum S(\coth x-1/x)(1-\cos\omega t)$. For a slow bath take $\coth x-1/x\simeq x/3=\beta\omega/6$ and $1-\cos\omega t\simeq\omega^2t^2/2$, so that $\delta g\simeq\beta\lambda\langle\omega^2\rangle t^2/12$ with $\langle\omega^2\rangle=\sum S\omega^3/\lambda$. To first order in $\delta g$, $\ln(k^I/k)$ is the average of $\delta g$ with the weight $C(t)$, which may be taken in its static form. Expanding (18) at small $x$ and $\omega t$ gives $g\simeq i\lambda t+\sigma^2t^2/2$, so the weight is $e^{i\xi t-\sigma^2t^2/2}$ with $\xi=\pm\varepsilon-\lambda$. Its integral is $J\propto e^{-\xi^2/2\sigma^2}$, and $\langle t^2\rangle=-J''(\xi)/J=1/\sigma^2-\xi^2/\sigma^4$. With $\sigma^2=2\lambda/\beta$ and $\xi^2=4\lambda E^\ddagger_\pm$ this is $(\beta/\lambda)(\frac12-\beta E^\ddagger_\pm)$, and

$$\ln\frac{k^I}{k}\simeq\frac{\beta^2\langle\omega^2\rangle}{12}\Big(\frac12-\beta E^\ddagger_\pm\Big). \tag{44}$$

The expansion needs $\beta\omega\ll1$ and $\omega|t|\ll1$ where the integrand matters; completing the square centers the Gaussian at $t=i\xi/\sigma^2$ with width $1/\sigma$, so $\omega/\sigma$ and $\beta\omega|\xi|/2\lambda$ must both be small. Subtracting the backward from the forward case, with $E^\ddagger_--E^\ddagger_+=\varepsilon$ and the exact ratio $e^{\beta\varepsilon}$,

$$\ln\frac{k^I_{12}}{k^I_{21}}\simeq\beta\varepsilon\Big[1+\frac{\beta^2\langle\omega^2\rangle}{12}\Big], \tag{45}$$

which has the same coefficient as the expansion of (41). For the Ohmic bath $\int S\omega^3d\omega=2K\omega_c^3$, so $\langle\omega^2\rangle=2\omega_c^2$ and the excess over $\beta\varepsilon$ is $\beta\varepsilon\,b^2/6$ at leading order in $b$.

### Worked example

Take $T=300$ K, $\lambda=0.2$ eV, $\omega_c=0.01$ eV, $\varepsilon=0.1$ eV and $\Delta=0.001$ eV. Then $K=0.2/0.01=20$, $b=38.6817\times0.01=0.38682$, $\kappa=2.58520$, $\beta\varepsilon=3.86817$ and $e^{\beta\varepsilon}=47.85$. Rates in eV are divided by $\hbar=6.582120\times10^{-16}$ eV s. Here $\lambda=2\varepsilon$, so $E^\ddagger_+=\varepsilon/8$ and $E^\ddagger_-=9\varepsilon/8$, and (34) gives

$$k_{\rm Marcus}(\varepsilon)=\frac{(0.001)^2}{6.582120\times10^{-16}}\sqrt{\frac{\pi\times38.6817}{0.2}}\;e^{-3.86817/8}\ \mathrm{s}^{-1}=23.09\ \mathrm{ns}^{-1}, \tag{46}$$

and $23.09/47.85=0.4825$ ns$^{-1}$ backward. The other rates come from quadrature of (6) with (25) and (39). The donor population is $p_1=k_{21}/(k_{12}+k_{21})$.

| scheme | $k_{12}$ (ns$^{-1}$) | $k_{21}$ (ns$^{-1}$) | ratio | $p_1$ |
|---|---|---|---|---|
| exact | 23.33 | 0.4875 | 47.85 | 0.0205 |
| Marcus | 23.09 | 0.4825 | 47.85 | 0.0205 |
| M | 23.06 | 23.06 | 1.00 | 0.5000 |
| I | 23.35 | 0.4409 | 52.97 | 0.0185 |

The exact forward lifetime is $1/23.33$ ns, about 43 ps. The ratio of the bath time $\hbar/\omega_c$ to this lifetime is $k_{12}\hbar/\omega_c=23.33\times10^9\times6.582\times10^{-16}/0.01\approx0.0015$, so the separation of time scales behind (1) and (6) holds. The Marcus rates lie 1% below the exact ones in both directions; the factor is common because both pairs have the ratio $e^{\beta\varepsilon}$.

Scheme M gives a forward rate only 1.2% below the exact one, which could suggest that it works. This is an accident of the parameters: the forward factor in (35) and (38) is $e^{-\beta\varepsilon/2+\beta\lambda/4}=1.00000$ because $\varepsilon=\lambda/2$. The backward factor is $e^{\beta\varepsilon/2+\beta\lambda/4}=e^{\beta\varepsilon}$, and the backward rate is $23.06/0.4875=47.3$ times the exact one. The program asserts (35) at $\omega_c=0.0025$ eV, where $k^M/k_{\rm Marcus}=0.99991$; this checks the formula at the single point where its forward factor equals one, and the dependence on $\varepsilon$ elsewhere rests on the derivation.

Scheme I is 0.1% above the exact forward rate and 9.6% below the exact backward rate, so its ratio exceeds $e^{\beta\varepsilon}$ by the factor $52.97/47.85=1.107$. Equation (44) accounts for the uneven split at leading order. The prefactor is $b^2/6=0.38682^2/6=0.0249$. Backward, $\beta E^\ddagger_-=9\times3.86817/8=4.35$ gives $0.0249\times(0.5-4.35)=-0.096$, against the computed $\ln(0.44088/0.48751)=-0.101$. Forward, $\beta E_+^\ddagger=3.86817/8=0.484$ nearly cancels the one half, leaving $+0.0004$ against the computed $\ln(23.35402/23.32984)=+0.0010$; with the leading term this small, the neglected orders are not negligible beside it.

The scan over $\omega_c$ at fixed $\lambda$ and $\varepsilon$ compares the excess $\ln(k^I_{12}/k^I_{21})-\beta\varepsilon$ with the leading form $\beta\varepsilon b^2/6$.

| $\omega_c$ (eV) | $b$ | ratio, I | excess | leading |
|---|---|---|---|---|
| 0.0025 | 0.0967 | 48.15 | 0.00605 | 0.00603 |
| 0.005 | 0.1934 | 49.04 | 0.02442 | 0.02412 |
| 0.01 | 0.3868 | 52.97 | 0.1016 | 0.0965 |
| 0.02 | 0.7736 | 78.12 | 0.490 | 0.386 |

The program asserts the exact ratio $e^{\beta\varepsilon}$ in every row and the agreement of the excess with the leading form, within 5% of the latter, in the first row. The computed excess lies above the leading form by 5% of it at $b=0.39$ and by 27% at $b=0.77$. As $\omega_c$ rises through the scan the exact backward rate increases from $0.483$ to $0.500$ ns$^{-1}$, while the scheme I backward rate falls from $0.480$ to $0.310$ ns$^{-1}$, and scheme M keeps a common rate between $23.09$ and $22.95$ ns$^{-1}$ in both directions.

## Computed results

```
T = 300 K, kT = 0.025852 eV, beta = 38.6817 1/eV, hbar = 6.582120e-16 eV s
anharmonic mode: w1 = 0.04 eV, w2 = 0.06 eV, d = 6.0 eV^-1/2, offset = 0.1 eV
  quartic = 1e-05 eV^3, non-Condon slope = 0.05 eV^1/2, bath lam = 0.2 eV, wc = 0.01 eV
  t = 31 1/eV: Z1 C12(t-i beta) = -3.377949-4.224391j, Z2 C21(-t) = -3.377949-4.224391j
  Z2/Z1 = 35.738562, k12/k21 quantum bath = 35.738562, real even damping = 1.2683
  scheme M trajectories: k12/k21 = 1.000000, classical Z2/Z1 = 37.2353
one mode w = 0.03 eV, S = 0.5, x = 0.5802, exp(2x) = 3.1914, (1+x)/(1-x) = 3.7645
  exact: P(+1) = 0.303733, P(-1) = 0.095173, ratio = 3.1914
  M: P(+1) = 0.199436, P(-1) = 0.199436, ratio = 1.0000
  I: P(+1) = 0.305695, P(-1) = 0.081205, ratio = 3.7645
one mode w = 0.08 eV, S = 0.5, x = 1.5473, exp(2x) = 22.0770, (1+x)/(1-x) = -4.6545
  exact: P(+1) = 0.304820, P(-1) = 0.013807, ratio = 22.0770
  M: P(+1) = 0.118492, P(-1) = 0.118492, ratio = 1.0000
  I: P(+1) = 0.292536, P(-1) = -0.062850, ratio = -4.6545
sum rule: lam = 0.04 eV, wc = 0.01 eV, K = 4.0, b = 0.38682
  exact: quadrature = 1.00000, formula = 1.00000
  M: quadrature = 4.89575, formula = 4.89575
  I: quadrature = 0.95711, formula = 0.95711
example: lam = 0.2 eV, wc = 0.01 eV, eps = 0.1 eV, Delta = 0.001 eV
  K = 20.0, b = 0.38682, kappa = 2.58520, beta eps = 3.86817, exp = 47.8549
  exact: k12 = 23.32984 1/ns, k21 = 0.48751 1/ns, ratio = 47.8549, donor population = 0.02047
  M: k12 = 23.05711 1/ns, k21 = 23.05711 1/ns, ratio = 1.0000, donor population = 0.50000
  I: k12 = 23.35402 1/ns, k21 = 0.44088 1/ns, ratio = 52.9710, donor population = 0.01853
  Marcus: k12 = 23.09172 1/ns, k21 = 0.48254 1/ns, ratio = 47.8549, donor population = 0.02047
  static factor exp(-beta eps/2 + beta lam/4) = 1.00000
scan over wc; excess = ln(k12/k21 of scheme I) - beta eps
  wc = 0.0025 eV: b = 0.0967, exact k12 = 23.1072, k21 = 0.48286, M k = 23.0896 1/ns
    I k12 = 23.1079, k21 = 0.47996 1/ns, ratio = 48.145, leading excess = 0.00603, excess = 0.00605
    k_M/k_Marcus = 0.99991
  wc = 0.005 eV: b = 0.1934, exact k12 = 23.1531, k21 = 0.48382, M k = 23.0830 1/ns
    I k12 = 23.1565, k21 = 0.47222 1/ns, ratio = 49.038, leading excess = 0.02412, excess = 0.02442
  wc = 0.01 eV: b = 0.3868, exact k12 = 23.3298, k21 = 0.48751, M k = 23.0571 1/ns
    I k12 = 23.3540, k21 = 0.44088 1/ns, ratio = 52.971, leading excess = 0.09646, excess = 0.10157
  wc = 0.02 eV: b = 0.7736, exact k12 = 23.9502, k21 = 0.50048, M k = 22.9548 1/ns
    I k12 = 24.1813, k21 = 0.30955 1/ns, ratio = 78.117, leading excess = 0.38586, excess = 0.49004
```
